\section*{Near-dependent basis functions in H$_2$: SCF noise floor and removal cost, part 2}

An SCF run stalls when the smallest overlap eigenvalue $s_{\min}$ is tiny. Still to find: the error that pushes a spurious orbital below $\varepsilon_0$, the rounding floor, and the floor and energy cost after discarding all $s_k<\tau=10^{-6}$.

Hartree atomic units; closed-shell H$_2$, real orbitals, $R=1.4$. Each atom has $s$ Gaussians with exponents $5.0$, $\alpha e^{\pm t/2}$, $0.15$, $\alpha=0.5$; the parent basis has $5.0,0.5,0.15$. $E_{\rm full}$ is the eight-function reference energy.

$S=UsU^T$ (columns $u_k$), $X=Us^{-1/2}$, $F'=X^TFX$, $c_p=Xy_p$, $|c_p|^2=\sum_ky_{kp}^2/s_k$; $p=0$ is occupied, $a,b$ virtual. $P=2c_0c_0^T$ and $F_{\mu\nu}=H_{\mu\nu}+\sum_{\lambda\sigma}P_{\lambda\sigma}[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)]$. Convergence means $g=|F'y_0-y_0(y_0^TF'y_0)|<10^{-8}$.

The small eigenvalues $s_{g,u}\approx\kappa_{g,u}t^2$ (gerade, ungerade) have $s_u=s_{\min}$; $s_3\approx0.0623$ is next. $y_{u0}=0$, $y_g=y_{g0}$. With $g'=\alpha\,\partial g/\partial\alpha$, $D$ holds overlaps among $g'_A,g'_B$; its Schur complement gives their parts outside the parent space. Rotating close pairs into sums and differences gives $S$ leading blocks $\bar A$, $t\bar B$, $t^2\bar D$ and eigenvectors $(v,w)$.

An error $\delta F$ gives $\delta F'=X^T\delta F\,X$, with
\begin{equation}
\|\delta F'\|_2\le\frac{\|\delta F\|_2}{s_{\min}} .
\label{eq:bound}
\end{equation}
Fresh Gaussian noise has off-diagonal variance $\sigma^2$, diagonal $2\sigma^2$. $\Gamma$ is the covariance of $e_a=c_a^T\delta F\,c_0$:
\begin{equation}
\mathrm{tr}\,\Gamma=\sigma^2\Big[|c_0|^2\,\mathrm{tr}\,S^{-1}+\sum_k\frac{y_{k0}^2}{s_k^2}-2|c_0|^4\Big].
\label{eq:tr}
\end{equation}
At build $n$ the occupied orbital is $c_0+\sum_bx_bc_b$ and the gradient $(\Delta+K)x_n+e_n$, with $\Delta=\mathrm{diag}(\varepsilon_a-\varepsilon_0)$, $K_{ab}=3(a0|b0)-(ab|00)$, $M=-\Delta^{-1}K$, $x_{n+1}=Mx_n-\Delta^{-1}e_n$, $\Sigma=\langle xx^T\rangle$:
\begin{equation}
\langle g^2\rangle=\mathrm{tr}\left[(\Delta+K)\Sigma(\Delta+K)^T\right]+\mathrm{tr}\,\Gamma\;\ge\;\mathrm{tr}\,\Gamma .
\label{eq:floor}
\end{equation}
At $t=10^{-3}$: $s_u=3.14996\times10^{-8}$, $s_g=5.91413\times10^{-8}$, $y_g=0.05147$, $\varepsilon_0=-0.59375$, $\varepsilon_5=2.13082$, $|c_5|^2=2.0150\times10^7$, $|c_0|^2=4.4791\times10^4$, $\mathrm{tr}\,S^{-1}=4.8655\times10^7$, $E_{\rm full}=-1.119456283$; floor$/\sigma=2.2868\times10^6$, $1.335$ times the direct term $\sqrt{\mathrm{tr}\,\Gamma}/\sigma=1.7125\times10^6$.

\subsection{Collapse}

Take $\delta F=-\lambda u_uu_u^T$ with $\lambda>0$, so $\delta F'=-(\lambda/s_u)e_ue_u^T$, and diagonalize once at fixed $F'$. Expanding the eigenvector as $\sum_pz_py_p$ with eigenvalue $\omega$ gives $(\varepsilon_p-\omega)z_p=(\lambda/s_u)\,y_{up}\sum_qy_{uq}z_q$. Dividing by $\varepsilon_p-\omega$, multiplying by $y_{up}$, summing over $p$ and cancelling the common factor,
\begin{equation}
1=\frac{\lambda}{s_u}\sum_{p>0}\frac{y_{up}^2}{\varepsilon_p-\omega}.
\end{equation}
The term $p=0$ is absent since $y_{u0}=0$, and $\varepsilon_0$ remains an eigenvalue. For $\omega\le\varepsilon_0$ the right side rises monotonically from zero at $\omega=-\infty$, so a root below $\varepsilon_0$ exists exactly when the right side exceeds one at $\omega=\varepsilon_0$:
\begin{equation}
\lambda_{\rm crit}=s_u\Big/\sum_{p>0}\frac{y_{up}^2}{\varepsilon_p-\varepsilon_0}.
\end{equation}
At $t=10^{-3}$ the sum is $0.32848$, so $\lambda_{\rm crit}=3.14996\times10^{-8}/0.32848=9.589\times10^{-8}$. Orbital 5 supplies most of it: $y_{u5}^2\approx2.0150/3.1746=0.635$, and $0.635/(2.13082+0.59375)=0.233$. Direct diagonalization left the lowest level unchanged just below $\lambda_{\rm crit}$ and lowered it by $2.331\times10^{-3}$ at $1.001\lambda_{\rm crit}$. An error of order $10^{-7}$ along $-u_uu_u^T$ would thus make the iteration occupy a spurious orbital. The self-consistent iteration gives way somewhat earlier than the single diagonalization: at $0.861\lambda_{\rm crit}=8.3\times10^{-8}$ the matrix $\Delta+K$ becomes singular and the spectral radius of $M$ reaches one, and at $0.891\lambda_{\rm crit}$ a slightly disturbed start converges to a symmetry-broken solution with $|y_{u0}|=0.61$, lower in energy by $0.033$. Only errors that treat the nearly equal functions differently, such as rounding or the neglect of individual integrals, can point that way. If $\delta F$ is the matrix of a small potential $\delta v$, then $u_u^T\delta F\,u_u=s_u\langle\chi|\delta v|\chi\rangle$ with $\chi$ the normalized function described by $u_u/\sqrt{s_u}$, and the factor $1/s_u$ cancels in $F'$. If the matrix is computed by quadrature on a common grid, the integral on the right is replaced by its quadrature value, and the factor cancels in the same way.

\subsection{Rounding in double precision}

Each floating-point product and sum has a relative error up to the unit roundoff $\eta=1.110\times10^{-16}$. The terms $P_{\lambda\sigma}[\dots]$ in $F_{\mu\nu}$ have size $\max|P|$ times integrals of order one or less and cancel to a result of order one, while their errors do not cancel; hence $\sigma_{\rm nat}\sim\eta\max|P|$. The large components of $c_0$ are $\pm y_g/(2\sqrt{s_g})$, so $\max|P|\approx2\,y_g^2/(4s_g)=y_g^2/(2s_g)$, which is $2.240\times10^4$ at $t=10^{-3}$ against the computed $2.246\times10^4$. The noise itself therefore grows as $1/s_{\min}$, and the floor as $\eta\,y_g^3/s_{\min}^2\propto t^{-4}$. These errors change from build to build because the low digits of $P$ change. The energy contracts errors of size $\eta$ with four coefficient vectors, so its error is of order $\eta|c_0|^4$.

An ordinary double-precision SCF was run from the core-Hamiltonian guess. The value $\sigma_{\rm nat}$ is the rms off-diagonal difference, within the block of the four duplicated functions, between the double-precision contraction and a 50-digit contraction of the same stored numbers. The model column is $\sigma_{\rm nat}$ times the amplification from \eqref{eq:floor}.
\begin{center}
\begin{tabular}{lllll}
$t$ & $\max|P|$ & $\sigma_{\rm nat}$ & model & measured\\
$10^{-1}$ & $2.875$ & $1.83\times10^{-16}$ & $4.30\times10^{-14}$ & $5.31\times10^{-14}$\\
$10^{-2}$ & $230.1$ & $6.59\times10^{-15}$ & $1.51\times10^{-10}$ & $2.63\times10^{-10}$\\
$10^{-3}$ & $2.246\times10^4$ & $6.58\times10^{-13}$ & $1.51\times10^{-6}$ & $2.44\times10^{-6}$\\
$10^{-4}$ & $9.440\times10^8$ & $3.28\times10^{-8}$ & $7.50$ & $508$
\end{tabular}
\end{center}
In the middle rows $\sigma_{\rm nat}/(\eta\max|P|)$ is $6.59\times10^{-15}/2.55\times10^{-14}=0.26$ and $6.58\times10^{-13}/2.49\times10^{-12}=0.26$. The measured floor exceeds the model by $1.7$ and $1.6$. These $\sigma_{\rm nat}$ come from five builds and are uncertain by some tens of percent: forty builds at $t=10^{-3}$ give $9.1\times10^{-13}$, a ratio of $0.36$ and an excess of only $1.2$. Rounding errors are also unequal across elements (the diagonal ones are twice the off-diagonal ones, not $\sqrt2$ times), so only the order of magnitude and the scaling are predicted. The propagation itself holds well: the rms of the actual $c_a^T\delta F\,c_0$ is $1.83\times10^{-6}$, and $1.335$ times this is $2.44\times10^{-6}$. The exponent is $\log_{10}(2.44\times10^{-6}/2.63\times10^{-10})=3.97$. The rms energy errors are $4.72\times10^{-11}$ and $7.51\times10^{-7}$, two to four times $\eta|c_0|^4=2.2\times10^{-11}$ and $2.2\times10^{-7}$. They are mostly a constant shift, not scatter: at $t=10^{-3}$ the mean error is $-7.5\times10^{-7}$ and the standard deviation only about $7\times10^{-8}$. The shift comes from the errors of the stored integrals, which exceed $\eta$ in this integral code: taken alone they give a converged solution shifted by $-8.6\times10^{-7}$, whereas correctly rounded integrals give $+6.4\times10^{-8}$. At $t=10^{-3}$ the lowest energy seen, $-1.119457$, lies below $E_{\rm full}$: the variational bound holds for exact arithmetic only. With floor $\approx2.63\times10^{-10}(10^{-2}/t)^4$ the threshold $10^{-8}$ is crossed at $t=10^{-2}\times0.0263^{1/4}=4.0\times10^{-3}$, where $s_{\min}\approx5\times10^{-7}$. The floor is an rms value, so at somewhat smaller $t$ a single build can still pass the test by chance. The prefactor depends on how $F$ is assembled: these numbers are for a single contraction with $(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)$, while separate Coulomb and exchange sums gave a floor about four times higher and a crossing near $s_{\min}\approx10^{-6}$. A cut at $\tau=10^{-6}$ is thus of the right size for this molecule and tolerance.

The last row does not continue the trend. The run collapsed, with energies down to $-1607$ and an rms error of $1.28\times10^3$, and its $\max|P|$ and $\sigma_{\rm nat}$ describe the collapsed state. The occupied orbital then lies almost wholly in the space of $u_u$ and $u_g$, in a mixture that changes from build to build. Wholly along $u_u$ it would have $\max|P|\approx1/(2s_u)=1.6\times10^9$, and wholly along $u_g$ it would have $1/(2s_g)=8.5\times10^8$; the value $9.44\times10^8$ is of that order. If the secular sum is taken unchanged, $\lambda_{\rm crit}\approx3.15\times10^{-10}/0.328=9.6\times10^{-10}$, which the noise $3.28\times10^{-8}$ exceeds 34 times, so the linear model does not apply. Its onset is less simple. Scaling the healthy noise by 100 gives $6.6\times10^{-11}$, still below $\lambda_{\rm crit}$, though with a gradient floor of $6.6\times10^{-11}\times2.29\times10^8=1.5\times10^{-2}$. With the stored integrals used here, fresh noise is not even needed for the collapse. Rounding errors of order $\eta$ in the stored repulsion integrals can be enlarged by $1/s_{\min}^2\approx10^{19}$, to order $10^3$. When the stored integrals are transformed to the basis $X$ in high precision, so that almost no fresh noise remains, elements as large as $1.7\times10^3$ appear and the iteration still collapses, with energies jumping between about $-1400$ and $+1100$. The fixed errors of this integral code, up to $2.5\times10^{-14}$, are therefore sufficient. Errors of size $\eta$ need not be: correctly rounded integrals gave elements up to $8\times10^2$, yet the iteration converged, to $-1.11902$, an energy wrong by $4\times10^{-4}$.

\subsection{Canonical orthogonalization}

Keep only the columns of $X$ with $s_k\ge\tau$ and call the rectangular matrix $\tilde X$; then $\tilde X^TS\tilde X=1$ in the smaller space. Every step above used only $X^TX=s^{-1}$ and completeness of the $y_p$, so it holds with sums over kept $k$ and $S^{-1}$ replaced by $\tilde X\tilde X^T$. The bound becomes $\|\delta F\|_2/\tau$ at worst, and in fact $\|\delta F\|_2/s_3$ with $1/s_3=16$, because no eigenvalue lies between $s_g$ and $s_3$. Symmetric orthogonalization is no remedy: $S^{-1/2}=XU^T$ differs from $X$ by a rotation and has the same amplification.

The kept eigenvectors $(v',w')$ are orthogonal to the discarded ones $(-t\bar A^{-1}\bar Bw,\,w)$ for both $w$, which requires $w'=t\bar B^T\bar A^{-1}v'$ at leading order. The difference functions are themselves $O(t)$, so they enter the kept functions at $O(t^2)$, as do the corrections to the sum functions. The kept space equals the parent space up to $O(t^2)$. The parent energy is not stationary against changes that leave the parent space, so the energy shifts at first order: $\tilde E=E_{\rm parent}+O(t^2)$. The kept space is a subspace of the full one, so $\tilde E\ge E_{\rm full}$.

In double precision the cut kept six functions at $t=10^{-3}$ and $10^{-4}$, and both runs met the threshold at build 12, with floors $5.3\times10^{-16}$ and $3.6\times10^{-16}$. With injected noise the amplification fell from $2.2868\times10^6$ to $2.785$: predicted floor $2.785\times10^{-12}$, simulated $2.815\times10^{-12}$ and $2.743\times10^{-12}$. An independent six-function calculation gives $E_{\rm parent}=-1.107715412$, and $\tilde E-E_{\rm parent}$ is $-1.57\times10^{-8}$ and $-1.57\times10^{-10}$, that is $-0.0157\,t^2$.

The cost is $-1.107715428+1.119456283=0.011741$, and it does not shrink with $t$. Its form follows from the gradient: $\partial E/\partial x_a=4F_{a0}$, since $\delta E=\sum F_{\mu\nu}\delta P_{\mu\nu}$, so $E-E_{\rm full}=2x^T(\Delta+K)x$. Removing $u_g$ imposes $y_g+n^Tx=0$ with $n_a=y_{ga}$. A Lagrange multiplier gives $x\propto(\Delta+K)^{-1}n$, the constraint fixes $x=-y_g(\Delta+K)^{-1}n/[n^T(\Delta+K)^{-1}n]$, and
\begin{equation}
\tilde E-E_{\rm full}\approx\frac{2y_g^2}{n^T(\Delta+K)^{-1}n}.
\end{equation}
The computed cost implies an effective stiffness $0.011741/(2\times0.05147^2)=2.2$; evaluating $1/[n^T(\Delta+K)^{-1}n]$ directly in the limit $t\to0$ gives $2.224$ and a predicted cost of $0.011780$. A small overlap eigenvalue says nothing about the energetic weight of the discarded function; that is set by $y_g$ and the stiffness $1/[n^T(\Delta+K)^{-1}n]$. At $t=10^{-2}$ both small eigenvalues exceed $\tau$ and are kept, so the energy jumps by about $0.0117$ when $s_g$ crosses $\tau$. Along a potential curve, where $s_g$ depends on $R$, the number of kept functions must be held fixed, or a step, of a size that depends on $R$, appears wherever $s_g$ crosses $\tau$. When the lost flexibility matters, the pair can be spread instead of cut. Even $t=0.1$, with exponents only about 10 percent apart, gives $-1.119527885$ with a floor of $5.31\times10^{-14}$, far below the threshold. A well-separated pair uses the two functions better: $t=1$, an exponent ratio of $2.7$, gives $-1.123417$ with a floor of order $10^{-15}$.

\section{Variation 1: duplicating an optimized exponent}

Suppose $\alpha$ minimizes the parent-basis energy. A change of $\ln\alpha$ changes the orbital by $\delta\phi\propto g'_A+g'_B$, and with normalization enforced $\delta E=4\langle\delta\phi|\hat F-\varepsilon_0|\phi\rangle$. At the parent solution $(\hat F-\varepsilon_0)\phi$ is orthogonal to the parent space, so only the outside part of $\delta\phi$ counts, and this is the limiting near-null gerade function. Stationarity in $\alpha$ means that its gradient element vanishes, provided the orbital has a nonzero coefficient on the $\alpha$ function. The parent solution is then stationary in the enlarged space and $y_g\to0$; since the spaces approach their limits as $t^2$, $y_g=O(t^2)$ and $y_g^2/s_g^2$ stays bounded. In \eqref{eq:tr} only $|c_0|^2\,\mathrm{tr}\,S^{-1}$ grows, so the floor scales as $\sigma s_{\min}^{-1/2}$, $P$ stays of order one, $\sigma_{\rm nat}\sim\eta$, and the cut costs no energy. For a rough size, the regular part of $|c_0|^2$ in the present basis is $4.6958-0.05134^2/(5.87567\times10^{-4})=0.21$ at $t=0.1$; borrowing it gives $\sqrt{0.21\times4.8655\times10^7}=3\times10^3$ at $t=10^{-3}$ in place of $1.7\times10^6$. The noise of the virtual energies at fixed $\sigma$ still grows as $1/s_{\min}$, and $\lambda_{\rm crit}$ is still proportional to $s_{\min}$.

\section{Variation 2: damping instead of cutting}

Replace the diagonalized matrix by the running mixture $\bar F_n=(1-\beta)\bar F_{n-1}+\beta F_n$ with $0<\beta\le1$, measure $g$ with the freshly built $F_n$, and set $K=0$. The mixed noise obeys $\bar e_n=(1-\beta)\bar e_{n-1}+\beta e_n$, so its stationary covariance satisfies $\bar\Gamma=(1-\beta)^2\bar\Gamma+\beta^2\Gamma$, and with $1-(1-\beta)^2=\beta(2-\beta)$ one finds $\bar\Gamma=\beta\Gamma/(2-\beta)$. Now $\Delta x_n=-\bar e_{n-1}$, the gradient is $e_n-\bar e_{n-1}$, and
\begin{equation}
\langle g^2\rangle=\Big(1+\frac{\beta}{2-\beta}\Big)\mathrm{tr}\,\Gamma=\frac{2}{2-\beta}\,\mathrm{tr}\,\Gamma .
\end{equation}
This gives $2\,\mathrm{tr}\,\Gamma$ at $\beta=1$ and tends to $\mathrm{tr}\,\Gamma$ as $\beta\to0$. The inequality in \eqref{eq:floor} needs only that $x_n$ be independent of $e_n$, so it holds for any $K$ and for any scheme that builds the orbitals from earlier Fock matrices, DIIS included. For H$_2$ the largest possible gain is the factor $1.335$. At $t=10^{-3}$ the direct term alone is $6.58\times10^{-13}\times1.7125\times10^6=1.1\times10^{-6}$ in the model and $1.8\times10^{-6}$ as measured, over a hundred times the threshold, so no mixing parameter brings the rms gradient down to $10^{-8}$ as long as every build carries fresh errors of this size; the part of $\delta F$ that changes from build to build must be made smaller, the near-null directions removed, or the threshold loosened.

\section*{Table of computed values}
\begin{verbatim}
inputs: R = 1.4 bohr, exponents 5.0, 0.5*exp(+-t/2), 0.15 bohr^-2
tau = 1e-06, gradient tol = 1e-08 Ha, injected sigma = 1e-12 Ha, u = 1.110e-16
D_AA = 0.375000, D_AB = 0.116414, Schur AA = 0.090641, AB = 0.027642
kappa_g = 0.059141, kappa_u = 0.031500, E_parent (6 fn) = -1.107715412 Ha
--- t = 0.1: 1-S_pair = 1.8725e-03, max |PySCF - 50 digit| = 2.4e-14
s1..s3 = 3.10823e-04 5.87567e-04 6.26971e-02; s_g/t^2 = 0.058757, s_u/t^2 = 0.031082
E_full = -1.119527885 Ha, eps0 = -0.593748 Ha, rho(M) = 0.2863
|y_1,0| = 0.00000, |y_2,0| = 0.05134, |c0|^2 = 4.6958e+00, trS^-1 = 4.9419e+03
sqrt(trGamma)/sigma = 1.7549e+02, floor/sigma = 2.3431e+02, times s_min = 0.0728
injected floor: predicted 2.343e-10 Ha, simulated 2.333e-10 Ha
double: max|P| = 2.875e+00, sigma_nat = 1.83e-16 Ha, sigma_nat/s_min = 5.90e-13 Ha
double: floor 5.31e-14 Ha (model 4.30e-14), rms E-E_full = 7.32e-14, min E = -1.119528 Ha
--- t = 0.01: 1-S_pair = 1.8750e-05, max |PySCF - 50 digit| = 2.5e-14
s1..s3 = 3.14955e-06 5.91374e-06 6.23012e-02; s_g/t^2 = 0.059137, s_u/t^2 = 0.031495
E_full = -1.119456995 Ha, eps0 = -0.593751 Ha, rho(M) = 0.2862
|y_1,0| = 0.00000, |y_2,0| = 0.05147, |c0|^2 = 4.4812e+02, trS^-1 = 4.8663e+05
sqrt(trGamma)/sigma = 1.7129e+04, floor/sigma = 2.2874e+04, times s_min = 0.0720
injected floor: predicted 2.287e-08 Ha, simulated 2.266e-08 Ha
double: max|P| = 2.301e+02, sigma_nat = 6.59e-15 Ha, sigma_nat/s_min = 2.09e-09 Ha
double: floor 2.63e-10 Ha (model 1.51e-10), rms E-E_full = 4.72e-11, min E = -1.119457 Ha
--- t = 0.001: 1-S_pair = 1.8750e-07, max |PySCF - 50 digit| = 2.4e-14
s1..s3 = 3.14996e-08 5.91413e-08 6.22973e-02; s_g/t^2 = 0.059141, s_u/t^2 = 0.031500
E_full = -1.119456283 Ha, eps0 = -0.593751 Ha, rho(M) = 0.2862
|y_1,0| = 0.00000, |y_2,0| = 0.05147, |c0|^2 = 4.4791e+04, trS^-1 = 4.8655e+07
sqrt(trGamma)/sigma = 1.7125e+06, floor/sigma = 2.2868e+06, times s_min = 0.0720
injected floor: predicted 2.287e-06 Ha, simulated 2.279e-06 Ha
double: max|P| = 2.246e+04, sigma_nat = 6.58e-13 Ha, sigma_nat/s_min = 2.09e-05 Ha
double: floor 2.44e-06 Ha (model 1.51e-06), rms E-E_full = 7.51e-07, min E = -1.119457 Ha
cut: kept 6, converged at build 12, floor 5.3e-16 Ha, E = -1.107715428 Ha
cut: E-E_parent = -1.57e-08 Ha, E-E_full = 0.011741 Ha
cut: floor/sigma = 2.785, predicted 2.785e-12, simulated 2.815e-12 Ha
MC: max |dF'| s_min/|E| = 0.888; rms/formula F'_11, eps0, eps5: 0.997 0.996 0.997
largest |c_p|^2 = 2.0150e+07 (p = 5, eps = 2.13082 Ha), 1/s_min = 3.1746e+07
collapse: sum = 0.32848 1/Ha, eps_crit = 9.5894e-08 Ha, shift at 1.001 crit = -2.331e-03 Ha
--- t = 0.0001: 1-S_pair = 1.8750e-09, max |PySCF - 50 digit| = 2.4e-14
s1..s3 = 3.14997e-10 5.91413e-10 6.22972e-02; s_g/t^2 = 0.059141, s_u/t^2 = 0.031500
E_full = -1.119456276 Ha, eps0 = -0.593751 Ha, rho(M) = 0.2862
|y_1,0| = 0.00000, |y_2,0| = 0.05147, |c0|^2 = 4.4791e+06, trS^-1 = 4.8655e+09
sqrt(trGamma)/sigma = 1.7125e+08, floor/sigma = 2.2868e+08, times s_min = 0.0720
injected floor: predicted 2.287e-04 Ha, simulated nan Ha
double: max|P| = 9.440e+08, sigma_nat = 3.28e-08 Ha, sigma_nat/s_min = 1.04e+02 Ha
double: floor 5.08e+02 Ha (model 7.50e+00), rms E-E_full = 1.28e+03, min E = -1607.286061 Ha
cut: kept 6, converged at build 12, floor 3.6e-16 Ha, E = -1.107715412 Ha
cut: E-E_parent = -1.57e-10 Ha, E-E_full = 0.011741 Ha
cut: floor/sigma = 2.785, predicted 2.785e-12, simulated 2.743e-12 Ha
injected floor*s_min, t=1e-3 over t=1e-2: 1.006; natural floor exponent in 1/t: 3.97
\end{verbatim}
